# The bond dipole behind the affinity change of hydrogenated diamond: a program that tests the result

```python
"""Effective surface dipole of hydrogenated diamond.

Result under test: p = eps0 * |change of affinity| / (e * N), where p is the
change in outward normal dipole per C-H bond (total charge, screening included)
and N is the number of bonds per area. A positive outer end lowers the vacuum
level. Lengths are in nm inside the lattice sums, and potentials are in volts.
"""
import numpy as np
import mpmath as mp
from scipy.constants import e, epsilon_0, c, pi
from scipy.integrate import cumulative_trapezoid, trapezoid

# Given data
chi_clean, chi_hydrogen = 0.38, -1.30       # eV
density_cm2 = 1.57e15                      # bonds per cm^2
# Rough typical inputs for context and for neglected effects
lattice_constant = 0.357                   # nm
separation = 0.10                          # nm, normal charge separation
eps_diamond = 5.7
polarizability = 6.5e-4                    # nm^3, volume per C-H bond
hole_density_cm2 = 1e13
probe_depth = 0.5                          # nm
expansion = 2e-6                           # 1/K, mean linear expansion
heating = 300.0                            # K
affinity_error = 0.10                      # eV
missing_fraction = 0.05

debye = 1e-21 / c                          # C m
density = density_cm2 * 1e4                # 1/m^2
delta_chi = chi_hydrogen - chi_clean       # eV
step = -delta_chi                          # V, outside minus inside
dipole = epsilon_0 * step / density        # C m
dipole_D = dipole / debye

# Unit check in Gaussian units: step = 4 pi N p, p in esu cm
statvolt = c * 1e-6                        # volts in one statvolt
dipole_gauss_D = step / statvolt / (4 * pi * density_cm2) / 1e-18
assert abs(dipole_gauss_D / dipole_D - 1) < 1e-6
assert abs(dipole_D - 0.28) < 0.005

# The given density against two surface atoms per squared lattice constant
density_geometry = 2 / (lattice_constant * 1e-7) ** 2
assert abs(density_geometry / density_cm2 - 1) < 0.005

# Direct Coulomb sum over a large disc of bonds, each a pair +q, -q
spacing = 1e9 / np.sqrt(density)           # nm
disc_radius = 200.0                        # nm
n_max = int(disc_radius / spacing)
index = np.arange(-n_max, n_max + 1)
ix, iy = np.meshgrid(index, index, indexing="ij")
inside = (ix**2 + iy**2) * spacing**2 <= disc_radius**2
ix, iy = ix[inside], iy[inside]
charge = dipole / (separation * 1e-9)      # C
coulomb = charge / (4 * pi * epsilon_0 * 1e-9)   # V nm


def potential(height, x=0.0, y=0.0, pairing=0.0):
    """Potential of the bonds; pairing shifts alternate rows (nm)."""
    dx = ix * spacing + pairing * (1 - 2 * (ix % 2)) - x
    lateral2 = dx**2 + (iy * spacing - y) ** 2
    near_plus = 1 / np.sqrt(lateral2 + (height - separation / 2) ** 2)
    near_minus = 1 / np.sqrt(lateral2 + (height + separation / 2) ** 2)
    return coulomb * np.sum(near_plus - near_minus)


height = 1.0                               # nm
edge_loss = height / np.hypot(height, disc_radius)
step_even = potential(height) - potential(-height)
step_paired = (potential(height, pairing=0.03)
               - potential(-height, pairing=0.03))
# A finite disc loses a small known part of the infinite-plane step
assert abs(step_even / (step * (1 - edge_loss)) - 1) < 1e-4
assert abs(step_paired / step_even - 1) < 1e-4

# Lateral ripple: above a bond minus above the centre of four bonds
half = spacing / 2
ripple_near = potential(0.3) - potential(0.3, half, half)
ripple_far = potential(0.5) - potential(0.5, half, half)
decay_expected = np.exp(-2 * pi * 0.2 / spacing)
assert abs(ripple_far / ripple_near / decay_expected - 1) < 0.02

# Poisson equation for a smooth neutral layer; eps0 and sheet charge set to 1
z = np.linspace(-2, 2, 40001)


def gaussian(centre, width):
    return (np.exp(-0.5 * ((z - centre) / width) ** 2)
            / (width * np.sqrt(2 * pi)))


free_charge = (gaussian(separation / 2, 0.03)
               - gaussian(-separation / 2, 0.06))
displacement = cumulative_trapezoid(free_charge, z, initial=0)


def step_and_total_moment(eps_profile):
    field = displacement / eps_profile
    polarization = displacement - field
    bound_charge = -np.gradient(polarization, z)
    moment = trapezoid(z * (free_charge + bound_charge), z)
    return -trapezoid(field, z), moment


vacuum_step, vacuum_moment = step_and_total_moment(np.ones_like(z))
diamond_step, diamond_moment = step_and_total_moment(
    np.full_like(z, eps_diamond))
graded = 1 + (eps_diamond - 1) * 0.5 * (1 - np.tanh(z / 0.05))
graded_step, graded_moment = step_and_total_moment(graded)
assert abs(vacuum_step / separation - 1) < 1e-4
assert abs(diamond_step * eps_diamond / separation - 1) < 1e-4
for found, moment in ((vacuum_step, vacuum_moment),
                      (diamond_step, diamond_moment),
                      (graded_step, graded_moment)):
    assert abs(found / moment - 1) < 1e-4

# Mutual depolarization in a square array of polarizable point dipoles
beta = (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75)) / 8
lattice_sum = float(4 * mp.zeta(1.5) * beta)
r2 = (ix**2 + iy**2).astype(float)
direct_sum = (np.sum(r2[r2 > 0] ** -1.5)
              + 2 * pi * spacing / disc_radius)
assert abs(direct_sum / lattice_sum - 1) < 1e-4
coupling = polarizability / spacing**3
reduction = 1 + coupling * lattice_sum
isolated_D = dipole_D * reduction

side = np.arange(41)
gx, gy = np.meshgrid(side, side, indexing="ij")
gx, gy = gx.ravel(), gy.ravel()
dist2 = ((gx[:, None] - gx) ** 2 + (gy[:, None] - gy) ** 2).astype(float)
np.fill_diagonal(dist2, np.inf)
matrix = np.eye(gx.size) + coupling * dist2 ** -1.5
array_dipoles = np.linalg.solve(matrix, np.full(gx.size, isolated_D))
central_D = array_dipoles[gx.size // 2]
# The finite array lacks distant neighbours, an effect of about one percent
assert abs(central_D / dipole_D - 1) < 0.015

# Sizes of further neglected effects
error_D = dipole_D * affinity_error / step
missing_D = dipole_D / (1 - missing_fraction)
hole_field = e * hole_density_cm2 * 1e4 / (epsilon_0 * eps_diamond)
bending = hole_field * probe_depth * 1e-9
bending_D = dipole_D * bending / step
density_change = 1 - 1 / (1 + expansion * heating) ** 2
layer_field = step / (separation * 1e-9)

print("GIVEN DATA AND MAIN RESULT")
print(f"affinity, clean surface: {chi_clean:+.2f} eV")
print(f"affinity, hydrogenated surface: {chi_hydrogen:+.2f} eV")
print(f"change of affinity: {delta_chi:+.2f} eV")
print(f"potential step, outside minus inside: {step:+.2f} V")
print(f"bond density: {density_cm2:.3e} per cm2 = {density:.3e} per m2")
print(f"vacuum permittivity: {epsilon_0:.4e} F/m")
print(f"one debye: {debye:.5e} C m")
print(f"dipole per bond: {dipole:.3e} C m = {dipole_D:.3f} debye")
print(f"same dipole by Gaussian units: {dipole_gauss_D:.3f} debye")
print("GEOMETRY AND SCALE (rough inputs)")
print(f"lattice constant: {lattice_constant:.3f} nm")
print(f"density from lattice constant: {density_geometry:.3e} per cm2")
print(f"mean bond spacing: {spacing:.4f} nm")
print(f"normal charge separation: {separation:.2f} nm")
print(f"equivalent charge at each end: {charge / e:.4f} e")
print(f"mean field in dipole layer: {layer_field / 1e8:.0f} MV/cm")
print("DIRECT COULOMB SUM")
print(f"bonds summed: {ix.size}")
print(f"disc radius: {disc_radius:.0f} nm; height: {height:.1f} nm")
print(f"step, even bonds: {step_even:.4f} V")
print(f"step, paired bonds: {step_paired:.4f} V")
print(f"loss from finite disc: {100 * edge_loss:.2f} percent")
print(f"ripple at 0.3 nm: {1e3 * ripple_near:.2f} mV")
print(f"ripple at 0.5 nm: {1e3 * ripple_far:.4f} mV")
print("SCREENING AND DEPOLARIZATION (rough inputs)")
print(f"relative permittivity of diamond: {eps_diamond:.1f}")
print(f"free dipole if wholly in diamond: "
      f"{dipole_D * eps_diamond:.2f} debye")
print(f"bond polarizability volume: {polarizability:.2e} nm3")
print(f"square-lattice sum S: {lattice_sum:.4f} (no unit)")
print(f"depolarization factor: {reduction:.3f} (no unit)")
print(f"isolated dipole estimate: {isolated_D:.3f} debye")
print(f"step if depolarization were absent: {step * reduction:.2f} V")
print(f"central dipole of 41 x 41 array: {central_D:.3f} debye")
print("OTHER NEGLECTED EFFECTS (rough inputs)")
print(f"error for {affinity_error:.2f} eV in affinity change: "
      f"{error_D:.3f} debye")
print(f"dipole per present bond, {100 * missing_fraction:.0f} percent "
      f"missing: {missing_D:.3f} debye")
print(f"hole density after air exposure: {hole_density_cm2:.1e} per cm2")
print(f"surface field from holes: {hole_field / 1e8:.2f} MV/cm")
print(f"band bending over {probe_depth:.1f} nm, upper estimate: "
      f"{bending:.3f} eV")
print(f"dipole error from that bending: {bending_D:.3f} debye")
print(f"mean linear expansion: {expansion:.1e} per K")
print(f"bond-density loss on heating by {heating:.0f} K: "
      f"{100 * density_change:.2f} percent")
print("tests ok")
```

Running it gives:

```
GIVEN DATA AND MAIN RESULT
affinity, clean surface: +0.38 eV
affinity, hydrogenated surface: -1.30 eV
change of affinity: -1.68 eV
potential step, outside minus inside: +1.68 V
bond density: 1.570e+15 per cm2 = 1.570e+19 per m2
vacuum permittivity: 8.8542e-12 F/m
one debye: 3.33564e-30 C m
dipole per bond: 9.475e-31 C m = 0.284 debye
same dipole by Gaussian units: 0.284 debye
GEOMETRY AND SCALE (rough inputs)
lattice constant: 0.357 nm
density from lattice constant: 1.569e+15 per cm2
mean bond spacing: 0.2524 nm
normal charge separation: 0.10 nm
equivalent charge at each end: 0.0591 e
mean field in dipole layer: 168 MV/cm
DIRECT COULOMB SUM
bonds summed: 1972953
disc radius: 200 nm; height: 1.0 nm
step, even bonds: 1.6716 V
step, paired bonds: 1.6716 V
loss from finite disc: 0.50 percent
ripple at 0.3 nm: 4.91 mV
ripple at 0.5 nm: 0.0337 mV
SCREENING AND DEPOLARIZATION (rough inputs)
relative permittivity of diamond: 5.7
free dipole if wholly in diamond: 1.62 debye
bond polarizability volume: 6.50e-04 nm3
square-lattice sum S: 9.0336 (no unit)
depolarization factor: 1.365 (no unit)
isolated dipole estimate: 0.388 debye
step if depolarization were absent: 2.29 V
central dipole of 41 x 41 array: 0.286 debye
OTHER NEGLECTED EFFECTS (rough inputs)
error for 0.10 eV in affinity change: 0.017 debye
dipole per present bond, 5 percent missing: 0.299 debye
hole density after air exposure: 1.0e+13 per cm2
surface field from holes: 3.17 MV/cm
band bending over 0.5 nm, upper estimate: 0.159 eV
dipole error from that bending: 0.027 debye
mean linear expansion: 2.0e-06 per K
bond-density loss on heating by 300 K: 0.12 percent
tests ok
```
